From quantum-well steps to the bulk intervalley scattering rate

**Problem**

An electron is confined between two infinitely high walls at z = 0 and z = L and moves freely in the plane. It scatters into Z equivalent valleys by absorbing or emitting an intervalley phonon of energy ħω. The coupling is of zero order: the deformation potential D is a constant, independent of the phonon wavevector.

(a) Find the scattering rate from subband m of the initial valley to subband n of a final valley.

(b) Sum this rate over all final subbands at fixed total energy.

(c) Compare the sum with the bulk rate at the same total energy. Determine how fast the difference disappears as L grows, and whether it does so at every energy.

(d) Evaluate the rates for a (100) silicon well at 300 K, show the convergence numerically for widths from 5 to 160 nm, and estimate the effects left out.

**Assumptions and conventions**

The bands are parabolic. A final valley has mass m_z along the well and masses m_x, m_y in the plane, with m_p = √(m_x m_y). The phonons are those of the bulk crystal, in equilibrium, with one fixed frequency ω. Final states are empty and the electron keeps its spin.

All energies are measured from the bulk valley edge, which is the same for all valleys. The total energy E includes the confinement energy of the initial state. The final energy is

E_f = E + ħω (absorption), E_f = E − ħω (emission).

The phonon factor B is N_q for absorption and N_q + 1 for emission, where N_q = 1/[exp(ħω/k_BT) − 1]. Θ is the unit step, equal to 1 at zero argument, and floor(x) is the largest integer not above x.

**Solution**

**(a) One pair of subbands**

Each phonon mode is a harmonic oscillator. In a crystal of volume V and mass density ρ, its squared displacement matrix element is ħB/(2ρVω). Multiplying by D² gives the squared coupling to one mode.

The envelopes contribute the form factor

G_mn(q) = ∫ φ_m(z) φ_n(z) exp(iqz) dz,

where q is the z component of the phonon wavevector, measured from the separation of the two valleys. In the plane, momentum conservation fixes the phonon wavevector once the final electron wavevector is chosen. Along z there is no such condition, so every q contributes.

Let the crystal have area A and length L_c along z, so that V = A L_c. Since D and ω do not depend on q, they leave the sum:

Σ_q |M|² = [D²ħB/(2ρωA L_c)] · (L_c/2π) ∫ |G_mn(q)|² dq.

The length L_c cancels. G_mn is the Fourier transform of the product φ_mφ_n, so Parseval's theorem gives

(1/2π) ∫ |G_mn(q)|² dq = ∫₀ᴸ φ_m² φ_n² dz ≡ F_mn.

Extending the q integral to infinity requires the form factor to be concentrated in a small part of the Brillouin zone. That holds when the envelopes vary slowly over a lattice cell, and fails for a well a few atoms thick.

The envelopes are φ_n = √(2/L) sin(nπz/L). They contain no mass, so the same functions serve for the initial and the final valley even when the masses differ. With 2 sin²a = 1 − cos 2a,

F_mn = (1/L²) ∫₀ᴸ [1 − cos(2mπz/L)] [1 − cos(2nπz/L)] dz.

The constant term integrates to L and each single cosine to zero. The product of cosines integrates to L/2 if m = n and to zero otherwise. Hence

F_mn = (1 + ½δ_mn)/L.

The number of in-plane states per unit area, energy and spin follows from the ellipse ħ²k_x²/2m_x + ħ²k_y²/2m_y ≤ ε. Its area is 2πm_pε/ħ². Division by (2π)² and differentiation with respect to ε give m_p/(2πħ²), independent of ε. Fermi's golden rule for Z valleys then reads

Γ_mn = (2π/ħ) · Z · [D²ħB/(2ρω)] · F_mn · [m_p/(2πħ²)] · Θ(E_f − E_n),

or, after cancelling ħ and the factor 2,

Γ_mn = (πD²ZB/ρω) · [m_p/(2πħ²)] · [(1 + ½δ_mn)/L] · Θ(E_f − E_n).

The final levels are E_n = (πħn/L)²/(2m_z).

**(b) The sum over final subbands**

Subband n is open when E_n ≤ E_f, that is, when n ≤ x with

x = L√(2m_zE_f)/(πħ).

There are floor(x) open subbands. Each contributes one unit, and the diagonal one, n = m, contributes an extra half if it is open. Therefore

Γ_well = γ [floor(x) + ½Θ(x − m)],

γ = (πD²ZB/ρω) · m_p/(2πħ²L).

As a function of energy this is a staircase with steps at E_n. A normal step has height γ; the step at n = m has height 3γ/2. The energy gap between steps n and n+1 is (2n + 1)E_1, so the treads lengthen with energy, as a square-root curve requires.

**(c) The bulk rate and the convergence**

In the bulk the prefactor πD²ZB/(ρω) is the same, but it multiplies the three-dimensional density of states. This can be built from slices of fixed k_z, each with the planar density found above. With k_f = √(2m_zE_f)/ħ, the slices with |k_z| ≤ k_f are open:

g_3D = ∫ from −k_f to k_f of (dk_z/2π) · m_p/(2πħ²) = (k_f/π) · m_p/(2πħ²) = m_p√(2m_zE_f)/(2π²ħ³).

Because k_f/π = x/L, the bulk rate is

Γ_bulk = γx.

The width cancels in this product, since γ ∝ 1/L and x ∝ L. What remains is proportional to √E_f. The well replaces the continuous variable x by a count of allowed values k_z = nπ/L.

The difference follows from x − 1 < floor(x) ≤ x:

- Subband m open: −½γ < Γ_well − Γ_bulk ≤ ½γ.
- Subband m closed: −γ < Γ_well − Γ_bulk ≤ 0.

Both bounds are independent of energy and shrink as 1/L. The absolute difference therefore vanishes uniformly in energy. When absorption and emission are added, their bounds add, and the 1/L law is unchanged.

Within one step write x = N + u, with 0 ≤ u < 1. The difference in units of γ is ½ − u for an open diagonal subband and −u for a closed one. Averaged over u, these give 0 and −½. The enhanced diagonal overlap thus supplies the half step that the bare count lacks. An average uniform in energy weights u by N + u and lowers each value by 1/[12(N + ½)], which fades at large N. The numerical averages, uniform in x from 4 to 9 and taken for f-type emission in a 20 nm silicon well, are 0.0000 for m = 2 (open) and −0.5000 for m = 10 (closed). A closed diagonal subband can occur in emission, where E_f < E, or when the final valley has a smaller m_z and hence higher levels.

The relative error behaves differently. Dividing by γx gives at most 1/(2x) with subband m open, and less than 1/x with it closed and x ≥ 1. At fixed E_f > 0 this tends to zero. For 0 < x < 1, however, no subband is open: the well rate is zero while the bulk rate is not, a relative error of 100%. Widening the well moves this region towards E_f = 0 but does not remove it at any finite L.

The narrow-well limit is also simple. For m = 1 and 1 ≤ x < 2, one subband is open and Γ_well = 3γ/2, which at fixed width does not depend on energy. The ratio to the bulk rate is 3/(2x), falling from 1.5 to 0.75 across the step.

If energy were instead measured from the bottom of the initial subband, E_f would shift by that subband's confinement energy, which is proportional to 1/L² at fixed m. To first order this changes Γ_bulk by a relative amount also proportional to 1/L², so at fixed E_f > 0 it fades faster than the bound on the step error.

**(d) A silicon well**

The electron starts in the lowest subband, m = 1, of the valley pair whose heavy mass lies along z, with E = 0.15 eV. Two types of scattering are included, each with one strong phonon. The parameters are rough typical values, with ρ = 2330 kg/m³:

- g type, to the opposite valley: Z = 1, D = 1.1×10⁹ eV/cm, ħω = 62 meV, m_z = 0.92 m₀, m_p = 0.19 m₀.
- f type, to the four side valleys: Z = 4, D = 2.0×10⁸ eV/cm, ħω = 59 meV, m_z = 0.19 m₀, m_p = 0.418 m₀.

Take g-type emission at L = 10 nm. The final energy is 150 − 62 = 88 meV, and E_1 = 4.09 meV. Since E_n = n²E_1,

x = √(88/4.09) = 4.64.

Four subbands are open, including m = 1. With N_q = 0.100, B = 1.100, and the expression for γ gives 1.211 ps⁻¹. Hence

Γ_well = 1.211 × (4 + ½) = 5.45 ps⁻¹,

Γ_bulk = 1.211 × 4.64 = 5.62 ps⁻¹.

For g-type absorption, E_f = 212 meV, x = 7.20 and γ = 0.110 ps⁻¹, so the well rate is 0.110 × 7.5 = 0.83 ps⁻¹ against 0.79 ps⁻¹ in the bulk. Together, the well gives 6.28 ps⁻¹ and the bulk 6.41 ps⁻¹, a ratio of 0.979.

The next table keeps E = 0.15 eV and m = 1 fixed and varies the width. The rms columns give the root-mean-square difference over E = 0.10 to 0.30 eV, relative to the mean bulk rate in that window.

L (nm)   g ratio   g rms (%)   f ratio   f rms (%)
5        1.065     8.78        1.335     28.7
10       0.979     4.47        1.154     9.90
20       1.022     2.29        1.043     4.92
40       0.996     1.12        0.987     2.45
80       1.009     0.56        1.015     1.21
160      1.003     0.28        1.004     0.60

Here "ratio" means well rate divided by bulk rate, with absorption and emission added. It does not approach 1 monotonically: the g-type error at 0.15 eV is larger at 80 nm than at 40 nm, because the chosen energy falls at different places on the treads. The rms difference falls at each doubling of the width in the table. Between these widths it oscillates about the 1/L trend, rising locally by up to about 6% (g type) and 11% (f type) near 8 to 9 nm and by less in wider wells. Fitted from 20 to 160 nm, it varies as L to the power −1.00 for g type and −1.01 for f type; the largest difference in the window gives −1.00 for both.

The square-root law can also be read directly from the staircase. A power of E_f fitted to the g-type emission rate between 0.04 and 0.24 eV with evenly spaced energies is 0.534 at 5 nm, 0.498 at 10 nm and 0.500 at 160 nm. In narrow wells the fitted power depends on the width and on the weighting: it ranges from 0.45 to 0.53 for widths between 5 and 8 nm, and energies spaced evenly in the logarithm give 0.56 at 5 nm and 0.49 at 10 nm.

The f-type staircase is coarser. At equal E_f, x is proportional to √m_z, so it is smaller by √(0.92/0.19) = 2.2, and the relative bound 1/(2x) is larger by the same factor. The bulk density per valley is nevertheless equal for both orientations, since it depends on m_p√m_z = √(m_x m_y m_z).

At 5 nm the first f-type level lies at 4 × 19.79 = 79 meV. Emission into the side valleys is closed below that final energy, where the larger bound γ applies. The largest difference in the window is then 68% of the mean bulk rate.

As an independent test, the complete rate at L = 20 nm was rebuilt from numerically diagonalized wells and oscillators and from counted in-plane wavevectors. For both scattering types, m = 1 and 10, and E = 0.12, 0.15 and 0.19 eV, it agreed with the formula to a relative 2×10⁻⁴.

**Comparison with a real silicon layer**

All the parameters are rough, and the coupling constants are the least certain. Because rates scale as D², a 10% change in D changes them by about 20%. The energy of 0.15 eV describes a hot electron, well above the thermal energy of about 26 meV. Nonparabolicity also changes the rate: with a rough coefficient of 0.5 eV⁻¹, the bulk density of states at 88 meV rises by 11%. This bulk increase depends on energy, so real silicon should depart from a pure square-root law even in a wide layer. In a well the planar density rises by about 9% at this energy, and the remainder appears only when a further subband opens; at 10 nm none does. For comparison, the g-type rms difference between well and bulk at 10 nm is 4.5%.

The other estimates, for L = 10 nm and the final state of g-type emission, are as follows.

- **Finite walls.** An oxide barrier of 3.1 eV with mass 0.5 m₀ lowers E_1 from 4.09 to 3.95 meV, equivalent to an infinite well 10.17 nm wide. Four subbands remain open, and the g-type rate falls by about 2%. The light-mass f valleys are affected much more: the same barrier lowers their E_1 from 19.8 to 16.9 meV at 10 nm and from 79 to 58 meV at 5 nm. It also changes the f ratio at 0.15 eV from 1.154 to about 1.08 at 10 nm and from 1.335 to about 1.21 at 5 nm. The narrow-well f values in the table, the 79 meV threshold and the 68% difference therefore hold for infinite walls only.
- **Lifetime broadening.** The included g and f processes empty the initial state, at E = 0.15 eV, at a rate of 7.35 ps⁻¹. This gives it a width ħΓ = 4.8 meV, against 36.8 meV between the fourth and fifth final levels. The mean gap near E_f is dE_f/dx = 2E_f/x, which falls as 1/L. It equals ħ times the bulk out-rate of the initial state at a well width of about 80 nm. By that width the steps should be almost gone, and they are already strongly rounded in much narrower wells; the final state's own broadening and further scattering processes would lower this well width.
- **Occupied final states.** At a sheet density of 10¹¹ cm⁻², the final occupation is 2×10⁻⁴, so blocking is negligible.
- **Band bending.** If the same charge is spread evenly across the well and the field vanishes at its centre, the potential varies by 1.9 meV between centre and wall. This is about half of E_1, but what counts is how differently it shifts the levels. If U is the variation, first-order perturbation theory moves level n by −U[1/3 − 2/(π²n²)] relative to the potential energy at the centre. The lowest gap, E_2 − E_1 = 12.3 meV, therefore shrinks by only about 0.3 meV. The variation U grows in proportion to both sheet density and width, while the gaps fall as 1/L², so band bending matters more in wider or more heavily populated wells.

Other phonon branches, confined phonon modes, interface roughness and valley splitting are not included or estimated. The rates above are therefore those of two selected phonon processes, not the total scattering rate of a silicon layer. The full set of values is in the numerical output.

Computed values

```
Si (100) well, rough parameters; T = 300 K, density = 2330 kg/m3
masses: ml = 0.92 m0, mt = 0.19 m0; initial subband m = 1, E = 0.15 eV
g: D = 1.1e+09 eV/cm, phonon = 62 meV, Z = 1, Nq = 0.1000
g: final mz = 0.92 m0, mp = 0.1900 m0, E1(10 nm) = 4.09 meV
f: D = 2.0e+08 eV/cm, phonon = 59 meV, Z = 4, Nq = 0.1137
f: final mz = 0.19 m0, mp = 0.4181 m0, E1(10 nm) = 19.79 meV
Each process at L = 10 nm (rates in 1/ps):
type process Ef(meV)  x     open  step    well    bulk
g    absorb    212   7.202   7  0.1101  0.8256  0.7928
g    emit       88   4.640   4  1.2113  5.4510  5.6206
f    absorb    209   3.250   3  0.0383  0.1339  0.1244
f    emit       91   2.144   2  0.3750  0.9375  0.8041
g: absorption + emission, bulk rate at E = 6.4134 1/ps
L(nm) well(1/ps) well/bulk  rms(%)  max(%) [window 0.10-0.30 eV]
    5    6.8272    1.0645     8.78   16.86
   10    6.2766    0.9787     4.47    8.40
   20    6.5519    1.0216     2.29    4.24
   40    6.3867    0.9958     1.12    2.10
   80    6.4693    1.0087     0.56    1.06
  160    6.4349    1.0033     0.28    0.53
g: power of L, 20-160 nm: rms -1.004, max -1.000
f: absorption + emission, bulk rate at E = 0.9285 1/ps
L(nm) well(1/ps) well/bulk  rms(%)  max(%) [window 0.10-0.30 eV]
    5    1.2398    1.3353    28.72   67.79
   10    1.0714    1.1540     9.90   18.07
   20    0.9681    1.0427     4.92    9.24
   40    0.9165    0.9871     2.45    4.61
   80    0.9423    1.0149     1.21    2.29
  160    0.9318    1.0036     0.60    1.15
f: power of L, 20-160 nm: rms -1.009, max -1.004
g emission, fitted power of Ef (0.04-0.24 eV), same widths:
  0.5335, 0.4978, 0.5016, 0.5009, 0.4999, 0.5000
mean offset in steps (f emission, 20 nm): m=2 open 0.0000, m=10 closed -0.5000
largest relative gap, numerical rate vs formula: 2.0e-04
Neglected effects at L = 10 nm, g emission final energy:
nonparabolicity 0.5 1/eV: bulk density x 1.112
oxide barrier 3.1 eV, mass 0.5 m0: E1 = 3.951 meV, open subbands = 4
effective width with this barrier = 10.170 nm
g + f out-rate = 7.348 1/ps, hbar*rate = 4.84 meV; next step gap = 36.8 meV
width where mean step gap = hbar*bulk rate: 78 nm
sheet density 1e+11 1/cm2: final occupation = 2.0e-04, band bending = 1.93 meV
```
